# Magnetization and pitch of a cubic helimagnet in a field

## Problem

In a magnetic crystal without inversion symmetry, neighbouring spins can lower their energy by turning relative to one another in one preferred sense. Exchange opposes rapid turning, and the compromise is a long spiral. A field along the spiral's axis tilts the spins towards that axis and makes a cone.

Write the magnetization as $\mathbf M=M_s\mathbf m$ with $|\mathbf m|=1$. For an isotropic cubic helimagnet take the energy density

$$
w=A|\nabla\mathbf m|^2+D\,\mathbf m\cdot(\nabla\times\mathbf m)-M_s\mathbf B\cdot\mathbf m .
$$

Here $|\nabla\mathbf m|^2$ is the sum of the squares of all first derivatives of all components, $A>0$ is the exchange stiffness and $D>0$ the chiral, or Dzyaloshinskii–Moriya, constant. The symbol $\mathbf B=\mu_0\mathbf H$ denotes the uniform field inside the sample, without the magnetization's own contribution $\mu_0\mathbf M$. It points along $z$, with $B\ge0$. The sample is large, its texture is smooth on the atomic scale, and anisotropy is neglected. The conical state is

$$
\mathbf m=(\sin\theta\cos qz,\ \sin\theta\sin qz,\ \cos\theta).
$$

The parameters are $A=8.0$ pJ/m, $D=1.50$ mJ/m² and $M_s=400$ kA/m.

1. Estimate the pitch and the field that closes the cone.
2. Find $q$ and $\theta$ at every field, and from them the magnetization and the pitch. Evaluate them at 100, 200, 300 and 400 mT.
3. Decide whether another texture could have a lower energy than the cone.
4. Find the applied field that saturates a sphere, and a plate with the field along its normal.

## First estimate by scaling

For a texture of wave number $q$, exchange costs about $Aq^2$ and the chiral term gains about $Dq$. They are equal at $q_0=D/A$, which suggests a pitch

$$
L_0=\frac{2\pi A}{D}=2\pi\,\frac{8.0\times10^{-12}}{1.50\times10^{-3}}\ \text{m}\approx34\ \text{nm}.
$$

The energy density at stake is about $D^2/A$. The field becomes strong when $M_sB$ matches it:

$$
B_0=\frac{D^2}{AM_s}=\frac{(1.50\times10^{-3})^2}{(8.0\times10^{-12})(4.00\times10^5)}\ \text{T}\approx0.70\ \text{T}.
$$

Dimensions restrict the answer further. The quantities $A$, $D$ and $M_sB$ have units J/m, J/m² and J/m³. Their one independent dimensionless combination is $M_sBA/D^2=B/B_0$, so

$$
\frac{M_z}{M_s}=f\!\left(\frac B{B_0}\right),\qquad L=L_0\,g\!\left(\frac B{B_0}\right).
$$

Reversing both $\mathbf m$ and $\mathbf B$ leaves $w$ unchanged. Thus $f$ is odd and $g$ is even. If both are smooth at zero field, the magnetization starts linearly and the pitch can change first at order $B^2$. Scaling cannot say how far the linear law extends, or whether the pitch changes at all.

## Exact solution

### Energy of the cone

Since $\mathbf m$ depends on $z$ alone,

$$
\partial_z\mathbf m=q\sin\theta\,(-\sin qz,\ \cos qz,\ 0),\qquad |\nabla\mathbf m|^2=q^2\sin^2\theta .
$$

In the curl, derivatives with respect to $x$ and $y$ vanish:

$$
\nabla\times\mathbf m=(-\partial_z m_y,\ \partial_z m_x,\ 0)=-q\sin\theta\,(\cos qz,\ \sin qz,\ 0).
$$

Its product with $\mathbf m$ is $-q\sin^2\theta(\cos^2qz+\sin^2qz)=-q\sin^2\theta$. Hence

$$
w=(Aq^2-Dq)\sin^2\theta-M_sB\cos\theta .
$$

For $D>0$ the first term is negative when $0<q<D/A$, so a spiral with positive $q$ in this range lowers the energy. For $D<0$ the sense of rotation reverses and $|D|$ replaces $D$ in the results below.

### The pitch

Define $Q=D/(2A)$ and $K_0=D^2/(4A)$. Because $2AQ=D$ and $AQ^2=K_0$,

$$
Aq^2-Dq=A(q-Q)^2-K_0 .
$$

For every open cone, $\sin^2\theta>0$, and the minimum over $q$ lies at $q=Q$. The field does not enter this condition. Closing the cone weakens the exchange cost and the chiral gain by the same factor $\sin^2\theta$, so their balance does not move. The pitch is

$$
L=\frac{2\pi}{Q}=\frac{4\pi A}{D}.
$$

### The magnetization

Put $c=\cos\theta$ and define $B_D$ by $M_sB_D=2K_0$. With $h=B/B_D$, the Zeeman term is $-2K_0hc$, and at $q=Q$

$$
w=-K_0(1-c^2)-2K_0hc=K_0(c-h)^2-K_0(1+h^2).
$$

For $h<1$ the minimum is $c=h$, so

$$
M_z=M_s\frac{B}{B_D},\qquad B_D=\frac{D^2}{2AM_s},\qquad w_{\min}=-K_0(1+h^2).
$$

The magnetization is linear up to saturation because the energy is quadratic in $c$, with no higher power. For $h\ge1$ the point $c=h$ is outside the allowed range or at its edge, and the minimum is $c=1$. The state is then uniform and has no pitch: $q$ drops out of both $\mathbf m$ and $w$.

The uniform state has energy $-2K_0h$. For $h<1$ the cone lies below it by

$$
-2K_0h+K_0(1+h^2)=K_0(1-h)^2 .
$$

This difference vanishes smoothly at $h=1$. The cone closes continuously, with its wave number still at $Q$ as its amplitude goes to zero.

### No periodic texture lies lower

So far the minimum was sought among cones. To remove that restriction, take any texture in a large periodic box that also fits the cone, and write $\mathbf m(\mathbf r)=\sum_{\mathbf k}\mathbf m_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$. The condition $|\mathbf m|=1$, averaged over the box, gives $\sum_{\mathbf k}|\mathbf m_{\mathbf k}|^2=1$. The average energy density is

$$
\bar w=\sum_{\mathbf k}\left[Ak^2|\mathbf m_{\mathbf k}|^2+D\,\mathbf m_{\mathbf k}^*\cdot(i\mathbf k\times\mathbf m_{\mathbf k})\right]-M_s\mathbf B\cdot\mathbf m_0 .
$$

The length of $\mathbf k\times\mathbf m_{\mathbf k}$ is at most $k|\mathbf m_{\mathbf k}|$, so the chiral term is at least $-Dk|\mathbf m_{\mathbf k}|^2$. Each bracket is therefore at least

$$
(Ak^2-Dk)|\mathbf m_{\mathbf k}|^2=\left[A(k-Q)^2-K_0\right]|\mathbf m_{\mathbf k}|^2\ge-K_0|\mathbf m_{\mathbf k}|^2 .
$$

The bracket with $\mathbf k=0$ is zero. Let $\mu=|\mathbf m_0|$. The other modes have total weight $1-\mu^2$, and $\mathbf B\cdot\mathbf m_0\le B\mu$. Thus

$$
\bar w\ge-K_0(1-\mu^2)-M_sB\mu .
$$

The right side is the cone's energy with $c$ replaced by $\mu$. Its minimum is the energy already found, so no periodic texture lies lower.

For $0<h<1$, equality also requires $\mathbf m_0$ to be parallel to $\mathbf B$, $\mu=h$, and every nonzero wave vector present to have length $Q$. The linear magnetization and the fixed wave number thus hold for any periodic minimizer of this model. If there is one wave vector, up to sign, equality makes the varying part rotate in the plane normal to $\mathbf k$. Constant $|\mathbf m|$ then requires $\mathbf m_0$ to have no component in that plane, and so $\mathbf k$ is parallel to the field. At $B=0$ there is no $\mathbf m_0$ and the direction of the spiral is arbitrary.

The margin over a rival can be small. At $h=0.50$ the cone has energy $-1.2500K_0$. A skyrmion lattice, uniform along the field, was relaxed numerically by a quasi-Newton method on a hexagonal cell of free size. Its energy is $-1.2343K_0$, higher by $0.0157K_0$.

### Numbers

The parameters give

$$
Q=\frac{1.50\times10^{-3}}{2(8.0\times10^{-12})}\ \text{m}^{-1}=0.0938\ \text{rad/nm},\qquad L=\frac{2\pi}{Q}=67.0\ \text{nm},
$$

$$
K_0=\frac{(1.50\times10^{-3})^2}{4(8.0\times10^{-12})}\ \text{J/m}^3=70.3\ \text{kJ/m}^3,\qquad B_D=\frac{2K_0}{M_s}=352\ \text{mT}.
$$

At 100 mT, for example, $\cos\theta=100/351.6=0.284$ and $M_z=0.284\times400=114$ kA/m.

| $B$ (mT) | $M_z$ (kA/m) | $\theta$ (degrees) | pitch (nm) |
|---:|---:|---:|---:|
| 100 | 114 | 73.5 | 67.0 |
| 200 | 228 | 55.3 | 67.0 |
| 300 | 341 | 31.4 | 67.0 |
| 400 | 400 | 0 | none |

The susceptibility below saturation is $M_z/H=\mu_0M_s/B_D=502.7/351.6=1.43$.

### Applied field and sample shape

Inside the cone $m_z$ is uniform, while $m_x$ and $m_y$ depend on $z$ alone. Hence $\nabla\cdot\mathbf M=0$ and there is no magnetic charge in the volume. At the surface the rotating components average out over a pitch. For an ellipsoid much larger than the pitch, what remains is the demagnetizing field of the average magnetization. With demagnetizing factor $N$ along the field,

$$
B=B_{\rm app}-N\mu_0M_sc .
$$

Inserting $B=cB_D$ and collecting the terms in $c$ gives

$$
c=\frac{B_{\rm app}}{B_D+N\mu_0M_s}.
$$

The law remains linear with a smaller slope. A sphere, $N=1/3$, saturates at $351.6+502.7/3\approx519$ mT. A wide plate with the field along its normal, $N\approx1$, needs $351.6+502.7\approx854$ mT.

## Comparison of estimate and solution

| Quantity | Scaling | Exact | Exact/scaling |
|---|---:|---:|---:|
| Pitch | 34 nm | 67 nm | 2 |
| Closing field | 0.70 T | 0.35 T | 1/2 |

Both factors come from the parabola $Aq^2-Dq$. Scaling chose $q_0=D/A$, where the two terms cancel and nothing is gained. The minimum lies halfway between the zeros $q=0$ and $q=D/A$, which doubles the pitch. Its depth is $D^2/(4A)$, a quarter of the estimated energy. Closing the cone requires $M_sB=2K_0$, twice this depth, so the field is half the estimate.

The unknown functions are now known for $B<B_D$: $f(x)=2x$ and $g(x)=2$. Dimensions and symmetry allowed a term in $B^2$ in the pitch; the common factor $\sin^2\theta$ removes it.

### A spiral whose pitch does change

Hold the wave vector along $z$ but turn the field to $x$. Consider a spiral in the $xy$ plane, $\mathbf m=(\cos\varphi,\sin\varphi,0)$. With $u=Qz$ and a prime for $d/du$,

$$
\frac{w}{K_0}=\varphi'^2-2\varphi'-2h\cos\varphi .
$$

The term $-2\varphi'$ is a total derivative, so the Euler–Lagrange equation is $\varphi''=h\sin\varphi$. Multiplication by $2\varphi'$ and integration give $\varphi'^2=C-2h\cos\varphi$. The constant $C$ fixes the period $\Lambda=\int_0^{2\pi}d\varphi/\varphi'$.

To find the best $C$, replace $-2h\cos\varphi$ by $\varphi'^2-C$ and average over a period:

$$
\frac{\bar w}{K_0}=\frac{2J-4\pi}{\Lambda}-C,\qquad J=\int_0^{2\pi}\sqrt{C-2h\cos\varphi}\,d\varphi .
$$

Since $dJ/dC=\Lambda/2$, two terms cancel in the derivative, which becomes $-(2J-4\pi)\Lambda^{-2}\,d\Lambda/dC$. As $C$ grows, $\Lambda$ falls and $J$ rises, so the energy has its minimum at $J=2\pi$.

Now write $C=4h/\kappa^2-2h$, which gives $\varphi'^2=(4h/\kappa^2)[1-\kappa^2\cos^2(\varphi/2)]$. With the complete elliptic integrals $\mathcal K$ and $\mathcal E$ of modulus $\kappa$,

$$
J=\frac{8\sqrt h}{\kappa}\mathcal E=2\pi,\qquad \Lambda=\frac{2\kappa}{\sqrt h}\mathcal K .
$$

The first equation gives $\sqrt h=\pi\kappa/(4\mathcal E)$. Inserted in the second, it yields

$$
\frac{L(h)}{L(0)}=\frac{\Lambda}{2\pi}=\frac{4\mathcal K\mathcal E}{\pi^2}.
$$

For small $\kappa$, $4\mathcal K\mathcal E/\pi^2\approx1+\kappa^4/32$ and $\kappa\approx2\sqrt h$, so the pitch grows as $1+h^2/2$. This is the even dependence that scaling permits. The condition $J=2\pi$ can be met only up to $h=\pi^2/16\approx0.62$, where $\kappa\to1$ and the pitch diverges; above this field the uniform state along $x$ lies below every such spiral. At $h=0.40$ the full formula gives a pitch 10.6 % longer than at zero field. Spins along the field now differ in energy from spins against it, and the favourable stretches widen. The fixed pitch is thus a property of the cone, whose spins all make the same angle with the field.

## Real magnets and the limits of the model

The parameters are round values in the rough range of metallic magnets with the chiral cubic B20 structure, where pitches of tens of nanometres and saturation fields of tenths of a tesla are typical. For a plate the largest correction is its shape, which raises the applied saturation field from 352 to 854 mT. The other omissions can be sized as follows.

**Cubic anisotropy.** Add $K_c(m_x^4+m_y^4+m_z^4)$ with an assumed $K_c=1.0$ kJ/m³, or $k=K_c/K_0=0.0142$, and the field along [001]. Averaged over an undistorted cone, the sum is $\tfrac34(1-c^2)^2+c^4$, whose derivative is $7c^3-3c$. The condition for $c$ becomes

$$
2(c-h)+k(7c^3-3c)=0 .
$$

Setting $c=1$ gives saturation at $h=1+2k$, an increase of 2.8 %. The magnetization curve also bends slightly. Numerical relaxation of a texture varying along $z$, with free period and free spin directions, changes $m_z$ by $+0.004$ at $h=0.50$ and by $-0.020$ at $h=0.95$. The relative change of pitch is below $10^{-4}$ in both cases.

Anisotropy matters more at low field, because it selects the spiral's direction. In real cubic helimagnets anisotropic exchange terms also take part in this selection. They are left out here, so the fields found below belong to the assumed $K_c$ alone. In a plane normal to the unit vector $\mathbf n$, the average of $m_i^4$ is $\tfrac38(1-n_i^2)^2$. The sum is $3/4$ for a helix along [001] and $1/2$ for one along [111]. For $K_c>0$ the zero-field helix therefore prefers [111], by $K_c/4$. If the [111] helix did not respond to a field along [001], the cone's gain $K_0h^2$ would match $K_c/4$ at $h=\sqrt k/2=0.06$, or about 21 mT. But that helix does respond, and its axis can turn gradually. To second order in $h$, a helix along the field gains $K_0h^2$ and one normal to it $K_0h^2/2$, so a helix along $\mathbf n$ gains $K_0h^2(1+n_z^2)/2$. Adding the anisotropy energy $\tfrac38K_c(1+\sum_i n_i^4)$ and minimizing with $n_x=n_y$ gives $3n_z^2-1=4h^2/(3k)$. To this order the axis leaves [111] continuously and reaches the field direction at $h\approx\sqrt{3k/2}=0.15$, or roughly 50 mT. Higher orders in $h$ lower this value by about a tenth, to $h\approx0.13$ or about 46 mT. Until the axis has reached the field direction, the cone along the field is not the ground state, and the linear law derived for it need not hold.

The skyrmion lattice lies $0.0157K_0\approx1.1$ kJ/m³ above the cone at $h=0.50$. Since $m_x^4+m_y^4+m_z^4$ lies between $1/3$ and $1$, anisotropy can reduce this margin by at most $2K_c/3\approx0.7$ kJ/m³. The assumed $K_c$ is thus too weak to bring this lattice below the cone at that field. For a much stronger anisotropy the bound no longer decides, and the proof that the cone is lowest, which belongs to the isotropic model, does not settle the order of states.

**Atomic spacing.** On a chain of spacing $a$, the terms in $q$ become $\sin^2\theta\,[2A(1-\cos qa)/a^2-(D/a)\sin qa]$. Setting the derivative to zero gives $\tan qa=Qa$. The pitch is longer by a fraction of about $(Qa)^2/3$, which is 0.07 % for $a=0.50$ nm, and it remains independent of field.

**Temperature.** The model fixes $|\mathbf m|$. Thermal spin waves reduce the magnetization, each by $2\mu_B$. Take the energy of a wave as $\epsilon=(4\mu_BA/M_s)k^2$, without a gap or chiral corrections. Integrating the Bose occupation over $\mathbf k$ gives a density $\zeta(3/2)\,[k_BTM_s/(16\pi\mu_BA)]^{3/2}$ and a loss of 0.7 % at 100 K. This figure belongs to the assumed parameters, whose stiffness $4\mu_BA/M_s$ is about 460 meV Å². At fixed $M_s$ the loss scales as the stiffness to the power $-3/2$, so 200 meV Å² would give 2.4 %, and some B20 metals, such as MnSi, order well below 100 K. In such itinerant metals the length of $\mathbf M$ can also grow with field at low temperature, so the magnetization may keep rising above the field that closes the cone. Near the ordering temperature the length of $\mathbf M$ varies and fluctuations are strong, so the model does not apply there. It also omits the extra twists at free surfaces. Those at surfaces parallel to the spiral's axis matter when the sample's width across that axis is not much larger than the pitch. At faces normal to the field the cone needs no extra twist, but a skyrmion lattice can gain energy by twisting there. In a plate only a few pitches thick the order of states may therefore differ from that in the bulk.

Numbers in the example were calculated in double precision.
